# How many defect sites a direct thermal average needs

## A sample that misses the defects

Take an amorphous oxide whose vacancy formation energies vary from site to site with a spread of 0.3 eV. Draw the energies of 64 oxygen sites, average their Boltzmann factors at a thermal energy of 0.05 eV, and call the result the mean occupancy. For a Gaussian distribution, the median result of this procedure is \(3.3\times10^{-4}\) of the true mean: typically about 3000 times too small. The average is unbiased, but the sites that carry its value are so rare that most samples contain none of them.

These notes find where those sites lie, how many must be drawn to meet one, and what accuracy that number buys. Two leading results receive their first corrections: the count of rare sites, and the dilute formula when deep sites saturate.

## Where the occupied sites lie

Let \(E\) be the free energy needed to form a defect on a given site, at fixed chemical potentials. The site energies are independent and Gaussian, with mean \(\bar E\) and standard deviation \(\sigma\). Write

\[
\beta=\frac1{kT},\qquad s=\frac{\sigma}{kT},\qquad x=\frac{E-\bar E}{\sigma},\qquad
\varphi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},
\]

and let \(\Phi(x)=\int_{-\infty}^{x}\varphi(t)\,dt\). Here \(s=0.3/0.05=6\).

In the dilute limit a site's occupancy is \(w=e^{-\beta E}\). Its mean over sites is

\[
c_0=\int_{-\infty}^{\infty}\varphi(x)\,e^{-\beta\bar E-sx}\,dx .
\]

Completing the square, \(-x^2/2-sx=-(x+s)^2/2+s^2/2\), so that

\[
\varphi(x)e^{-sx}=e^{s^2/2}\varphi(x+s),\qquad
c_0=e^{-\beta\bar E+s^2/2}. \tag{1}
\]

The first equality says more than the second. The energies of the occupied sites are again Gaussian, with the same width \(\sigma\), but centred at \(x=-s\), or

\[
E_d=\bar E-s\sigma=\bar E-\frac{\sigma^2}{kT}. \tag{2}
\]

With \(\sigma^2/kT=0.09/0.05=1.8\) eV, this centre is six spreads below the mean. By symmetry, half of the defects sit on sites deeper than \(E_d\).

The same energy governs the temperature dependence. With \(\bar E\), \(\sigma\) and the chemical potentials held fixed, \(\ln c_0=-\beta\bar E+\beta^2\sigma^2/2\), and therefore

\[
-\frac{d\ln c_0}{d\beta}=\bar E-\beta\sigma^2=E_d .
\]

In the dilute limit, an Arrhenius slope thus measures the mean energy of the occupied sites, not that of all sites.

## The billion, and its first correction

The fraction of sites at or below \(E_d\) is \(\Phi(-s)=\int_s^\infty\varphi(x)\,dx\). Since \(\varphi'=-x\varphi\), we can replace \(\varphi\) by \(-\varphi'/x\) and integrate by parts:

\[
\Phi(-s)=\frac{\varphi(s)}{s}-\int_s^\infty\frac{\varphi(x)}{x^2}\,dx .
\]

The same replacement in the remaining integral gives

\[
\int_s^\infty\frac{\varphi}{x^2}\,dx=\frac{\varphi(s)}{s^3}-3\int_s^\infty\frac{\varphi}{x^4}\,dx ,
\]

and hence

\[
\Phi(-s)=\frac{\varphi(s)}{s}\left(1-\frac1{s^2}\right)+R,\qquad
0<R<\frac{3\varphi(s)}{s^5}. \tag{3}
\]

The upper bound on \(R=3\int_s^\infty\varphi\,x^{-4}dx\) follows from \(\varphi x^{-4}=-\varphi' x^{-5}\) and \(x^{-5}\le s^{-5}\) in the integration range.

The number of sites per site at or below \(E_d\) is \(N_d=1/\Phi(-s)\). To leading order it is

\[
N_d\simeq s\sqrt{2\pi}\,e^{s^2/2}
=6\times2.507\times6.566\times10^7=9.88\times10^8 .
\]

The first correction divides this by \(1-1/36\), giving \(1.016\times10^9\). Direct evaluation of \(\Phi(-6)\) gives \(1.014\times10^9\). The leading form is 2.6 per cent low relative to this value, and the corrected form 0.2 per cent high.

The factor \(e^{s^2/2}\) has a meaning of its own. A site at \(E_d\) has weight \(e^{-\beta\bar E+s^2}\), so in a sample of \(N\) sites it contributes

\[
\frac{e^{-\beta\bar E+s^2}}{N c_0}=\frac{e^{s^2/2}}{N}
\]

of the true mean. At \(N=6.6\times10^7\), one such site would supply the whole mean by itself. At \(N=10^9\) it supplies 6.6 per cent.

## What accuracy a billion sites give

A sample of \(N\) sites typically reaches a depth \(x_N\) below the mean, in units of \(\sigma\), set by \(N\Phi(-x_N)=1\). The part of the true mean carried by less deep sites follows from the shifted Gaussian in (1):

\[
\int_{-x_N}^{\infty}\varphi(x+s)\,dx
=\int_{s-x_N}^{\infty}\varphi(t)\,dt
=\Phi(x_N-s). \tag{4}
\]

This estimates the typical sample average, relative to the true mean. For \(s=6\) and the sample sizes simulated here, from 64 to \(10^{12}\) sites, it is right to within an order of magnitude. For \(N=10^9\), \(x_N\) is nearly 6 and (4) gives 0.50; simulated samples have a median of 0.61. For 64 sites the estimate is \(6.0\times10^{-5}\) and the simulated median \(3.3\times10^{-4}\), a discrepancy of a factor 5.5.

The probability that a sample average lies within a factor of two of the true mean is, in the simulations, 0.40 for \(10^8\) sites, 0.74 for \(10^9\), and 0.99 for \(10^{12}\), the first two with a sampling error of about 0.01. A billion sites therefore buy the right magnitude in about three samples out of four.

A root-mean-square criterion is much harsher. Replacing \(s\) by \(2s\) in the Gaussian average gives \(\langle w^2\rangle=e^{-2\beta\bar E+2s^2}\), so

\[
\frac{\langle w^2\rangle-c_0^2}{c_0^2}=e^{s^2}-1=4.3\times10^{15}.
\]

The variance of the average is smaller by \(N\). An rms error of 10 per cent of the mean needs

\[
N=\frac{e^{s^2}-1}{0.1^2}=4.3\times10^{17}
\]

sites. The reason is visible in \(\varphi(x)e^{-2sx}\), which is centred at \(x=-2s\): the variance comes from sites twelve spreads below the mean. Samples that contain one are extremely rare, but their averages are enormous. Whether the dilute formula can be trusted at such depths is a separate question.

## The first correction for saturated sites

A site that holds at most one defect has two states, with weights 1 and \(e^{-\beta E}\). Its occupancy is

\[
f(E)=\frac{e^{-\beta E}}{1+e^{-\beta E}}=\frac1{e^{\beta E}+1}.
\]

The dilute formula replaces \(f\) by \(e^{-\beta E}\), which exceeds one when \(E<0\). To find the error, note that \(f=e^{-\beta E}(1-f)\). Averaging over sites and dividing by \(c_0\) turns the Boltzmann factor into the shifted Gaussian density \(g(E)=\varphi[(E-E_d)/\sigma]/\sigma\):

\[
\frac{c}{c_0}=1-\int_{-\infty}^{\infty}g(E)f(E)\,dE. \tag{5}
\]

No approximation has been made here beyond single occupancy and the Gaussian distribution. Let \(G(E)=\int_{-\infty}^{E}g\). Integration by parts has vanishing boundary terms, because \(G(-\infty)=0\) and \(f(\infty)=0\), and gives

\[
\int g f\,dE=\int G(E)\,[-f'(E)]\,dE .
\]

The function \(-f'\) is even, has unit area, and is a few \(kT\) wide. For \(kT\ll\sigma\) and \(|E_d|\ll\sigma^2/kT\), \(G\) varies slowly across it and can be expanded about \(E=0\). The linear term drops out by symmetry. The quadratic term needs, with \(z=\beta E\),

\[
\int_{-\infty}^{\infty}\frac{z^2e^z}{(e^z+1)^2}dz
=2\sum_{j=1}^{\infty}(-1)^{j+1}j\,\frac{2}{j^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},
\]

where the integrand was expanded in \(e^{-z}\) for \(z>0\). Half of this multiplies \((kT)^2g'(0)\). Since \(g'(E)=-(E-E_d)g(E)/\sigma^2\), writing \(a=E_d/\sigma\) gives \((kT)^2g'(0)=a\varphi(a)/s^2\), and

\[
\frac{c}{c_0}\simeq1-\Phi(-a)-\frac{\pi^2}{6s^2}\,a\,\varphi(a). \tag{6}
\]

The term \(\Phi(-a)\) is the Boltzmann weight at negative formation energies; the last term accounts for the finite width of the occupancy step. The condition for diluteness is now clear. It is not enough that \(E_d\) be many \(kT\) above zero: it must also be several \(\sigma\) above zero, because the occupied sites are spread over a width \(\sigma\).

## Two films at the same temperature

Consider oxygen vacancies in amorphous indium gallium zinc oxide during an anneal at 580 K, where \(kT=0.05\) eV. Take \(5\times10^{22}\) oxygen sites per cm\(^3\) and \(\bar E=2.4\) eV.

**Nearly dilute case.** The occupied sites centre on \(2.4-1.8=0.6\) eV, where the occupancy is \(e^{-12}=6.1\times10^{-6}\). The mean occupancy is

\[
c_0=e^{-48+18}=9.4\times10^{-14},
\]

and multiplying by the site density gives \(4.7\times10^9\) vacancies per cm\(^3\). Here \(a=0.6/0.3=2\), and (6) becomes

\[
\frac{c}{c_0}\simeq1-0.0228-0.0457\times2\times0.0540=0.972 .
\]

Numerical integration of \(f\) also gives 0.972. Although \(E_d\) is \(12kT\), the dilute formula is almost 3 per cent too high, because \(E_d\) is just \(2\sigma\).

Saturation barely changes the factor-of-two criterion. Negative energies begin eight spreads below the mean, and by (3) fewer than \(10^{-15}\) of all sites lie there, so a sample of a billion almost never contains one. The rms criterion does change: the sites that dominated the dilute variance would have \(E=2.4-3.6=-1.2\) eV, and they are now limited to one defect each. The number needed for 10 per cent rms error falls from \(4.3\times10^{17}\) to \(1.1\times10^{13}\), still far above a billion.

**Saturated case.** Hold \(\sigma\), \(T\) and the site density fixed and lower \(\bar E\) to 1.5 eV. Equation (2) would place the centre at \(-0.3\) eV, so \(a=-1\). Then (6) gives

\[
\frac{c}{c_0}\simeq1-0.8413+0.0457\times0.2420=0.170 ,
\]

against 0.169 by numerical integration. The dilute formula overestimates the density about sixfold; the saturated density is \(5.2\times10^{16}\) cm\(^{-3}\).

The peak of the occupied-site distribution follows from maximizing \(\ln(gf)\) with \(g\) replaced by the original Gaussian of site energies. Because \(d\ln f/dE=-\beta(1-f)\),

\[
-\frac{E_*-\bar E}{\sigma^2}-\beta[1-f(E_*)]=0,
\qquad E_*=\bar E-s\sigma[1-f(E_*)].
\]

Its solution is 0.07 eV, not \(-0.3\) eV. The distribution is no longer symmetric: half of the vacancies lie below 0.11 eV. One site in \(5.7\times10^5\) is that deep, and 10 per cent rms error needs \(2.3\times10^7\) sites. The billion thus belongs to the dilute regime. When deep sites saturate, shallower sites, which are less rare, carry more of the total.

## Cells, channels and the real film

The count \(N_d\) corresponds to \(1.014\times10^9/64=1.6\times10^7\) independent simulation cells of 64 oxygen sites, or to a cube of film with a 273 nm edge. If neighbouring sites share energies in blocks of \(m\), a sample of \(N\) sites holds \(N/m\) independent energies, and the required volume grows by \(m\).

A transistor channel of \(50\times50\times10\) nm\(^3\) has \(1.25\times10^6\) oxygen sites. In the dilute model, the median equilibrium occupancy of such channels is 0.19 of the mean over many channels. A channel of \(10\times10\) µm\(^2\) and 40 nm thickness has \(2\times10^{11}\) sites, about 200 of them below \(E_d\), yet for \(\bar E=2.4\) eV it holds 0.02 vacancies on average.

The film parameters are rough: an anneal near 580 K and a site density near \(5\times10^{22}\) cm\(^{-3}\) suit this oxide, while \(\bar E\) depends strongly on the oxygen chemical potential and \(\sigma\) on the film's structure. A real film need not have a Gaussian tail six spreads deep. If the tail stops four spreads below the mean, the calculation in (4), with the remaining distribution renormalized, multiplies \(c_0\) by \(\Phi(-2)/\Phi(4)=0.023\). Charge acts the other way. Suppose that the vacancy is either neutral or has given up two electrons, with no singly charged state, and that the transition level between these two states lies 0.1 eV above the Fermi level on every site. Its dilute weight then gains the factor \(1+e^{0.2/0.05}=56\). A vibrational formation entropy of \(3k\), if not already included in \(E\), gives another factor \(e^3=20\). These last two factors lower the effective \(\bar E\), so saturation must then be checked again.

Equilibrium itself is also uncertain. With a constant hopping barrier, assumed to be 1.2 eV, and an attempt rate of \(10^{13}\) s\(^{-1}\), a hop takes about 3 ms at 580 K, and a billion hops take about a month. Differences between site energies slow the escape from deep sites further: with independent energies, a vacancy at \(E_d=0.6\) eV must climb at least 1.8 eV to reach a typical neighbour at 2.4 eV. That climb alone takes about 7 minutes at 580 K; if half of it adds to the 1.2 eV barrier the escape takes about two days, and if all of it adds, far longer. The lowest of a dozen neighbours, typically near 1.9 eV, offers an easier first step. Depending on how barriers vary with site energy, which this model does not fix, the deep sites may fail to equilibrate by hopping alone during an anneal of a few hours, even at 580 K. At 300 K a single hop over 1.2 eV takes about half a year, so the vacancies cannot follow (2) down to room temperature. Inserting 300 K into (2) would put the centre at \(-1.1\) eV, outside the dilute regime.

## Trading samples for an assumption

If the distribution is known to be Gaussian, there is no need to meet the deep sites. Measure the sample mean \(m\) and variance \(v\) of \(n\) energies, and use \(\ln c_0=-\beta m+\beta^2v/2\). For Gaussian samples \(m\) and \(v\) are independent, with variances \(\sigma^2/n\) and, for large \(n\), \(2\sigma^4/n\). Hence

\[
\operatorname{var}(\ln c_0)\simeq\frac{s^2}{n}+\frac{s^4}{2n}
=\frac{36+648}{n}.
\]

A thousand sites give an error of 0.83 in \(\ln c_0\), and simulated fits give the same value. An error of 0.1 needs \(6.8\times10^4\) sites.

The price is sensitivity to the assumed shape. The cumulant expansion of a standardized distribution with skewness \(\gamma\) and fourth cumulant \(\kappa_4\) is

\[
\ln\langle e^{-sx}\rangle=\frac{s^2}{2}-\frac{\gamma s^3}{6}+\frac{\kappa_4s^4}{24}-\cdots .
\]

The first correction has the coefficient \(s^3/6=36\). A skewness of \(-0.05\), a slightly longer low-energy tail, multiplies the mean by \(e^{1.8}=6.0\) at this order; for a shifted and reflected gamma distribution, numerical integration gives 7.6. The statistical error of a skewness measured on \(n\) Gaussian energies is about \(\sqrt{6/n}\). For a thousand sites this leaves, to leading order in the skewness, an uncertainty of \(36\times0.077=2.8\) in \(\ln c_0\), a factor of about 16. This is not the largest such uncertainty. A fourth cumulant measured on \(n\) Gaussian energies has an error of about \(\sqrt{24/n}\) and enters with the coefficient \(s^4/24=54\), which for a thousand sites leaves \(54\times0.155=8.4\) in \(\ln c_0\); the fifth and sixth cumulants leave more still. Measuring cumulants one by one therefore does not replace an assumption about the tail. The fit saves the billion samples by assuming what they would have measured: the shape of the tail. The numerical output below lists the values for both films and all sample sizes.

## Numbers as computed

```
Spread 0.3 eV, kT 0.05 eV, T 580.2 K, s = 6.0
Mean formation energy: 2.4 eV
Oxygen site density: 5.0e+22 cm^-3
Dominant energy: 0.600 eV; by quadrature 0.600 eV
Width of occupied-site energies: 0.300 eV
Apparent activation energy: 0.600 eV
Occupancy of a site at the peak: 6.144e-06
Occupancy of a site at the mean: 1.425e-21
Enhancement exp(s^2/2): 6.566e+07
Mean occupancy, dilute: 9.358e-14
Vacancy density, dilute: 4.679e+09 cm^-3
Fraction of sites below peak: 9.866e-10
Sites per site below peak: 1.014e+09
Share of one peak site at N=1e9: 0.0657
Relative variance per site: 4.311e+15
Sites for 10% rms error, dilute: 4.311e+17
Cells of 64 O sites to reach one: 1.584e+07
Cube edge holding that many sites: 273 nm
Sites, channel 50 x 50 x 10 nm: 1.250e+06
Sites, channel 10000 x 10000 x 40 nm: 2.000e+11
Mean vacancies in large channel: 1.872e-02
N sites | captured weight | median/true | P(within factor 2)
64 | 6.00e-05 | 3.29e-04 | 0.005
1e+04 | 1.13e-02 | 2.78e-02 | 0.040
1.25e+06 | 1.15e-01 | 1.87e-01 | 0.117
1e+08 | 3.49e-01 | 4.67e-01 | 0.398
1e+09 | 4.99e-01 | 6.11e-01 | 0.742
1e+12 | 8.50e-01 | 9.06e-01 | 0.988
Check N=1e4, median direct 0.0273, order 0.0263
Boltzmann weight at E<0: 0.0228
Single occupancy, mean 2.4 eV:
  density 4.549e+09 cm^-3
  ratio to dilute formula 9.722e-01
  peak 0.600 eV, half-weight energy 0.611 eV
  sites per site below half-weight energy 8.175e+08
  sites for 10% rms error 1.149e+13
Single occupancy, mean 1.5 eV:
  density 5.194e+16 cm^-3
  ratio to dilute formula 1.691e-01
  peak 0.068 eV, half-weight energy 0.108 eV
  sites per site below half-weight energy 5.713e+05
  sites for 10% rms error 2.291e+07
Gaussian fit, 1000 sites: error of ln c 0.827
  same by simulation 0.828
Sites for 0.1 error of ln c by fit: 6.840e+04
ln c error from unknown skewness, 1000 sites: 2.79
Skewness +0.05: factor 0.198; leading 0.165
Skewness -0.05: factor 7.616; leading 6.050
Tail cut at 4 spreads: factor 0.0228
Charged state, offset 0.1 eV: factor 55.6
Vibrational entropy 3 k: factor 20.1
Mean vacancy spacing, dilute: 5.98 um
Hop time, barrier 1.2 eV, rate 1e+13 /s: 2.65e-03 s
One vacancy visiting N=1e9 sites: 30.7 days
Hop time at 300 K: 167 days
At 300 K: s = 11.60, dilute peak -1.08 eV
```
